# Inverse-Logarithmic Oxide Growth with the Thickness-Squared Factor Kept

**Q.** A thin oxide on a metal can grow quickly at first and then almost stop. You want to derive its thickness from an ion jumping over one barrier. What exactly is assumed?

**A.** That the slow step is the entry of an ion into the oxide, over a barrier \(W\) between a well and a saddle a distance \(a\) apart. The film, of thickness \(X\), carries a constant voltage \(V\), kept up by electron transfer that is fast compared with ion entry. The field is uniform, of magnitude \(V/X\), and drives the ion of charge \(q>0\) forward. On the way to the saddle the field does work \(qaV/X\), so the barrier becomes \(W-qaV/X\). If \(\nu\) is the attempt frequency and \(h\) the thickness added when every entry site has supplied one ion, then

\[
\frac{dX}{dt}=h\nu\,e^{-(W-qaV/X)/kT}=u_0\,e^{X_1/X},\qquad u_0=h\nu\,e^{-W/kT},\quad X_1=\frac{qaV}{kT}.
\]

This is the Cabrera-Mott rate. I write \(z=X_1/X\) throughout.

**Q.** That treats the barrier as rigid, and it ignores ions that jump back.

**A.** Both are assumptions. The barrier must stay positive, so \(X>qaV/W\). In a smooth potential the field also moves the well and the saddle towards each other, which makes the lowering weaker than linear; here they are held fixed. As for return jumps, their barrier is \(W+qaV/X\) if the saddle lies midway between two equivalent sites. With equal occupation of the two sites, the return rate is smaller than the forward rate by \(e^{-2z}\), which is negligible for large \(z\).

Take round parameters that stand for no particular material: \(T=300\) K, \(V=1.5\) V, \(q=2e\), \(a=h=0.2\) nm, \(\nu=10^{13}\) s\(^{-1}\), \(W=1.6\) eV. With \(kT=0.025852\) eV,

\[
X_1=\frac{2\times0.2\times1.5}{0.025852}\ \text{nm}=23.21\ \text{nm},\qquad u_0=2.64\times10^{-15}\ \text{nm/s}.
\]

The barrier vanishes at \(0.6/1.6=0.375\) nm, so I start from a film of 0.5 nm. Films near 1 nm then have \(z\) near 23.

**Q.** The equation separates, but the integral is not elementary. Where does a logarithm come from?

**A.** Separation, with initial thickness \(X_0\) at \(t=0\), gives

\[
u_0t=F(X)-F(X_0),\qquad F(X)=\int_0^X e^{-X_1/x}\,dx .
\]

The integrand is largest at the upper end and falls off steeply below it, so the upper end should dominate. To make that precise, note that

\[
\frac{d}{dx}e^{-X_1/x}=\frac{X_1}{x^2}e^{-X_1/x}
\quad\Rightarrow\quad
e^{-X_1/x}=\frac{x^2}{X_1}\frac{d}{dx}e^{-X_1/x}.
\]

Integrate by parts. The boundary term at \(x=0\) vanishes, and

\[
F=F_0-R,\qquad F_0=\frac{X^2}{X_1}e^{-X_1/X},\qquad R=\frac{2}{X_1}\int_0^X x\,e^{-X_1/x}\,dx .
\]

The factor \(X^2\) thus comes from the width of the region that contributes to the integral: that width is about \(X^2/X_1=X/z\). With these parameters it is about 0.04 nm near 1 nm, a fifth of one layer \(h\). Treating \(X\) as continuous therefore assumes that the field is set by the mean thickness of the film. If the field instead follows the local number of layers, the integral is replaced by a few discrete waiting times, and neither this factor nor the fitting corrections below carry over unchanged.

**Q.** You have replaced one integral by another. How large is \(R\)?

**A.** It is positive, and since \(x<X\) inside the integral, \(R<(2X/X_1)F=(2/z)F\). Hence \(F<F_0=F+R<(1+2/z)F\), or

\[
\frac{z}{z+2}<\frac{F}{F_0}<1 .
\]

Define \(\delta=\ln(F_0/F)\). Then \(0<\delta<\ln(1+2/z)<2/z\). For its leading terms, integrate by parts twice more in the same way:

\[
\int_0^X x\,e^{-X_1/x}dx=\frac{X^3}{X_1}e^{-z}-\frac{3}{X_1}\int_0^X x^2e^{-X_1/x}dx,
\]

and the last integral is \((X^4/X_1)e^{-z}\) to leading order. Dividing by \(F_0\),

\[
\frac{F}{F_0}=1-\frac2z+\frac6{z^2}+O(z^{-3}),
\]

\[
\delta=-\ln\frac{F}{F_0}=\frac2z-\frac6{z^2}+\frac12\left(\frac2z\right)^2+O(z^{-3})=\frac2z-\frac4{z^2}+O(z^{-3}).
\]

Direct quadrature of \(F\) was tested against both the bounds and this expansion.

**Q.** There is still \(F(X_0)\). Does the film remember how it began?

**A.** Only as a shift of the time origin. With \(t_0=F(X_0)/u_0\) the solution is \(u_0(t+t_0)=F(X)=F_0e^{-\delta}\). For the 0.5 nm film, \(t_0=2.7\times10^{-8}\) s; for a 0.6 nm film it is \(8.9\times10^{-5}\) s. The second film is therefore ahead by the growth rate times the difference of these times. At 1 s this predicts an extra \(2.17\times10^{-6}\) nm, and numerical integration from the two starts gives the same.

If something else, such as oxygen supply, limits the first moments, the argument survives: once the rate depends on \(X\) alone, earlier history can only shift the clock. The shift must be short compared with the times of interest.

**Q.** Then take \(t\gg t_0\) and give me the law.

**A.** The logarithm of \(u_0t=(X^2/X_1)e^{-z-\delta}\) is \(\ln(u_0t)=\ln(X^2/X_1)-z-\delta\), so

\[
\boxed{\;\frac{X_1}{X}=\ln\frac{X^2}{X_1u_0t}-\delta,\qquad 0<\delta<\frac{2X}{X_1}\;}
\]

For \(X\ll X_1\) the correction \(\delta\) is small and may be dropped. The inverse thickness then falls with the logarithm of time, but \(X^2\) remains inside the logarithm.

**Q.** An equation with \(X\) on both sides is hardly a thickness law.

**A.** Without \(\delta\) it can be solved. Since \(X^2/X_1=X_1/z^2\), it reads

\[
z+2\ln z=\ln\frac{X_1}{u_0t}
\quad\Rightarrow\quad
z^2e^z=\frac{X_1}{u_0t}.
\]

Take the positive square root and divide by two:

\[
\frac z2\,e^{z/2}=\frac12\sqrt{\frac{X_1}{u_0t}} .
\]

For \(y>0\), let \(\mathcal L(y)\) be the positive solution \(s\) of \(se^s=y\). It is unique because \(se^s\) increases for \(s>0\); it is the principal Lambert function. Therefore

\[
X_{\rm L}(t)=\frac{X_1}{2\,\mathcal L\!\left(\tfrac12\sqrt{X_1/(u_0t)}\right)} .
\]

**Q.** A small error inside a logarithm can still grow when one solves for \(X\).

**A.** Here it shrinks. Let \(g(s)=s+2\ln s\) and \(z_{\rm L}=X_1/X_{\rm L}\). The true \(z\) obeys \(g(z)+\delta=\ln[X_1/(u_0t)]=g(z_{\rm L})\). Because \(g'(s)=1+2/s>1\), we have \(0<z_{\rm L}-z<\delta<2/z\), and so

\[
0<\frac{X}{X_{\rm L}}-1=\frac{z_{\rm L}-z}{z}<\frac{2}{z^2}.
\]

The formula slightly underestimates the thickness. At \(t=10^3\) s, \(u_0t/X_1=1.139\times10^{-13}\), so the right-hand side of the equation for \(z_{\rm L}\) is \(29.80\). Its solution is \(z_{\rm L}=23.49\), since \(23.49+2\ln23.49=23.49+6.31\). This gives \(X_{\rm L}=23.21/23.49=0.988\) nm. Numerical integration of the rate equation gives 0.991 nm. The shortfall is 0.31 %, below the bound of 0.365 %.

**Q.** The factor varies slowly. Why not drop it?

**A.** "Drop" can mean two things. The argument of the logarithm must stay dimensionless, so something has to replace \(X^2\).

If it is replaced by \(X_1^2\), then \(z\) is estimated as \(\ln[X_1/(u_0t)]\), which is too large by \(2\ln z+\delta\). This error grows with \(z\); relative to \(z\) it does vanish, but slowly. At \(10^3\) s one finds \(23.21/29.80=0.779\) nm, which is 21 % too thin.

If it is frozen at \(X_r^2\), with \(X_r\) the thickness at a reference time \(t_r\), the result is the straight line

\[
\frac1X=\frac1{X_1}\ln\frac{X_r^2}{X_1u_0t},
\]

whose value of \(z\) is too large by \(2\ln(X_r/X)+\delta\). This is much better near \(X_r\). With \(t_r=10^3\) s, the thicknesses in nm are:

| \(t\) (s) | integrated | \(X_{\rm L}\) | frozen \(X_r^2\) | \(X^2\to X_1^2\) |
|---|---|---|---|---|
| \(1\) | 0.777 | 0.776 | 0.763 | 0.632 |
| \(10^3\) | 0.991 | 0.988 | 0.988 | 0.779 |
| \(10^6\) | 1.356 | 1.349 | 1.399 | 1.014 |

Relative to the integrated values, the frozen line is 1.8 % low at 1 s and 3.1 % high at \(10^6\) s. The Lambert form stays within 0.6 % at all three times.

**Q.** Three per cent would vanish in the scatter of a measurement. I would still plot \(1/X\) against \(\ln t\) and draw a line.

**A.** The thickness would be fine, but the parameters read from the line would not. Consider the slope. From \(z=X_1/X\) and the rate equation,

\[
\frac{dz}{d\ln t}=-\frac{X_1}{X^2}\,t\,\frac{dX}{dt}=-\frac{X_1e^{z}}{X^2}\,u_0t=-\frac{F}{F_0}=-e^{-\delta},
\]

where \(t\gg t_0\) was used to set \(u_0t=F\). The frozen line has slope \(-1\) in these variables. The true magnitude is \(S=F/F_0\approx1-2/z\), which falls from 0.939 at 1 s to 0.900 at \(10^6\) s. The plot is nearly straight, with the wrong slope. A line tangent to it yields an apparent length \(X_1/S\approx X_1(1+2/z)\).

I treated the integrated curve as data, with 61 times equally spaced in \(\ln t\) from 1 to \(10^6\) s. The fitted line gives \(X_1=25.14\) nm instead of 23.21 nm, 8.3 % too large. The estimate \(2/z\) at \(10^3\) s is 8.5 %.

**Q.** And the barrier, which comes from the intercept?

**A.** There the choice of replacement matters. Take the tangent at some \(z\). On it, the apparent length divided by \(X\) equals \(z/S\). Reading the line with \(X^2\to X_1^2\) means using the apparent length \(X_1/S\) everywhere, so the inferred rate \(u_a\) satisfies

\[
\ln u_a=\ln\frac{X_1}{St}-\frac zS,
\qquad\text{while}\qquad
\ln u_0=\ln\frac{X_1}{t}-z-2\ln z-\delta .
\]

Subtract, using \(-\ln S=\delta\):

\[
\ln\frac{u_a}{u_0}=2\ln z+2\delta-z\left(\frac1S-1\right)=2\ln z-2+O(1/z),
\]

because \(1/S-1=2/z+O(z^{-2})\). Since the barrier is inferred from \(W=kT\ln(h\nu/u)\), with \(h\nu\) taken as known, it comes out too low by about \(kT(2\ln z-2)\). At \(z=23.4\) this is \(4.3\,kT\). The fit gives 1.484 eV, which is \(4.5\,kT\) below the input of 1.6 eV.

With \(X^2\) frozen at the point of tangency, the inferred rate \(u_f\) follows from \(z/S=\ln[X^2S/(X_1u_ft)]\). Comparing with \(\ln u_a\),

\[
\ln\frac{u_f}{u_a}=\ln\frac{X^2S^2}{X_1^2}=-2\ln z-2\delta,
\qquad
\ln\frac{u_f}{u_0}=-z\left(\frac1S-1\right)=-2+O(1/z).
\]

The barrier is now too high by about \(2kT\). The fit, frozen at the thickness reached at \(10^3\) s, gives 1.651 eV, an excess of \(1.98\,kT\). So freezing the factor at a thickness within the fitted range does not remove its effect on the barrier; it changes the sign of the error, whose size depends on the \(X_r\) chosen.

**Q.** Can the data be plotted so that neither error arises?

**A.** Largely. The thickness is measured, so \(X^2\) is known at each point. Plot \(1/X\) against \(\eta=\ln(t/X^2)\), with \(t\) and \(X\) as numbers in fixed units. The law becomes

\[
z+\delta(z)=-\eta-\ln(X_1u_0).
\]

Differentiating, \(dz/d\eta=-1/(1+\delta')\), where \(\delta'=d\delta/dz\approx-2/z^2\). The length read from the slope is therefore \(X_1(1+\delta')\approx X_1(1-2/z^2)\): the error has dropped by one order in \(1/z\).

For the intercept, let \(X_c\) and \(u_c\) be the inferred length and rate. The tangent line satisfies \(z(1+\delta')=-\eta-\ln(X_cu_c)\). Subtracting the law from this gives

\[
\ln\frac{X_cu_c}{X_1u_0}=\delta-z\delta'\approx\frac2z+\frac2z=\frac4z .
\]

As \(\ln(X_c/X_1)\) is of order \(1/z^2\), the barrier is too low by about \(4kT/z\), or \(0.17\,kT\) at \(10^3\) s. The same curve, fitted in this way, gives \(X_1=23.13\) nm, 0.3 % low, and \(W=1.596\) eV, \(0.16\,kT\) low. These figures measure the error of the analysis within the model, not the accuracy to be expected from a real film.

**Q.** You called this asymptotic. Is it the limit of long times?

**A.** No. It needs \(t\gg t_0\), but also \(X\ll X_1\), which requires \(u_0t/X_1\ll1\). It is an intermediate law, and here the window is wide: at \(10^6\) s, \(u_0t/X_1\) is \(1.1\times10^{-10}\) and \(X/X_1\), which controls the error, is 0.058.

The frozen line fails sooner, because \(X\) moves away from \(X_r\). It predicts infinite thickness when its logarithm vanishes, at

\[
t=\frac{X_r^2}{X_1u_0}=1.6\times10^{13}\ \text{s}.
\]

The rate equation gives 6.8 nm at that time, and the Lambert form, which keeps \(X^2\), gives 6.3 nm. The divergence belongs to the frozen factor, not to the growth.

**Q.** What does the model do when \(X\) finally exceeds \(X_1\)?

**A.** The equation as written has \(e^{X_1/X}\to1\), so \(F\approx X\) and \(X\approx u_0t\). But this linear growth should not be believed, because return jumps are no longer negligible. With the equivalent, equally occupied sites described earlier, the net rate is

\[
\frac{dX}{dt}=u_0\left(e^{X_1/X}-e^{-X_1/X}\right)\approx\frac{2u_0X_1}{X}\qquad(X\gg X_1),
\]

and \(X\,dX=2u_0X_1\,dt\) integrates to \(X^2\approx4u_0X_1t\), a parabolic law. Even that supposes that the voltage stays constant and that this one barrier still controls growth, neither of which is assured in a thick film.

For the thin films treated here the neglect is safe: at \(10^6\) s, \(z=17.1\), and the return rate is smaller by \(e^{-34}\). The rigid barrier deserves more doubt. At 1 s the field is 1.93 V/nm, above the breakdown field of thick insulating oxide films (of order 1 V/nm), and it lowers the barrier by \(2\times0.2\times1.93=0.77\) eV, nearly half its height. For a cosine potential with the same \(W\) and zero-field distance \(a\), the shift of well and saddle adds \(2(qaV/X)^2/(\pi^2W)\) to the barrier at leading order. That is 0.076 eV, or \(2.9\,kT\), at 1 s, and it reduces the length read from the slope by the fraction \(4qaV/(\pi^2WX)\), about 15 % at \(10^3\) s. These shifts are comparable with or larger than the fitting errors treated above. A barrier whose shape responds to such a field would change the rate equation itself, and keeping \(X^2\) in the logarithm cannot repair that. The remaining figures are in the numerical output below.

## Calculated quantities

```
temperature = 300 K, kT = 0.025852 eV
voltage V = 1.5 V, ion charge = 2 e
well-to-saddle distance a = 0.2 nm, layer h = 0.2 nm
attempt frequency = 1.0e+13 1/s, barrier W = 1.6 eV
field length X1 = 23.2090 nm
zero-field rate u0 = 2.6437e-15 nm/s
thickness where barrier vanishes = 0.3750 nm
initial thickness = 0.5 nm, time shift t0 = 2.710e-08 s
alternative start = 0.6 nm, time shift = 8.867e-05 s
extra thickness at 1 s from alternative start = 2.167e-06 nm
same, predicted from the time shift = 2.167e-06 nm
t = 1e+00 s: u0*t/X1 = 1.1391e-16
  X integrated = 0.77738 nm, z = 29.855
  field V/X = 1.930 V/nm
  X Lambert law = 0.77585 nm
  Lambert shortfall X/X_L-1 = 0.198 %, bound 2/z^2 = 0.224 %
  X frozen factor = 0.76335 nm, error = -1.80 %
  X with X^2 -> X1^2 = 0.63221 nm, error = -18.67 %
  delta = 0.06298, slope F/F0 = 0.93897
t = 1e+03 s: u0*t/X1 = 1.1391e-13
  X integrated = 0.99110 nm, z = 23.417
  field V/X = 1.513 V/nm
  X Lambert law = 0.98803 nm
  Lambert shortfall X/X_L-1 = 0.311 %, bound 2/z^2 = 0.365 %
  X frozen factor = 0.98777 nm, error = -0.34 %
  X with X^2 -> X1^2 = 0.77874 nm, error = -21.43 %
  delta = 0.07906, slope F/F0 = 0.92399
t = 1e+06 s: u0*t/X1 = 1.1391e-10
  X integrated = 1.35640 nm, z = 17.111
  field V/X = 1.106 V/nm
  X Lambert law = 1.34895 nm
  Lambert shortfall X/X_L-1 = 0.552 %, bound 2/z^2 = 0.683 %
  X frozen factor = 1.39909 nm, error = 3.15 %
  X with X^2 -> X1^2 = 1.01369 nm, error = -25.27 %
  delta = 0.10551, slope F/F0 = 0.89986
usual plot: X1 = 25.1434 nm, ratio to input = 1.0833
usual plot, X^2 -> X1^2: W = 1.4839 eV, error = -4.490 kT
usual plot, frozen X^2: W = 1.6511 eV, error = 1.977 kT
estimate 2 ln z - 2 at 1e3 s = 4.307
corrected plot: X1 = 23.1334 nm, ratio to input = 0.99674
corrected plot: W = 1.5959 eV, error = -0.160 kT
pole of frozen law at t = 1.601e+13 s
true model thickness at that time = 6.755 nm
```
